# Why trapped carriers in an exponential tail obey D/μ → kT₀/e

**Question**

I am modelling electrons in a hafnium oxide film. Below the conduction band there is an exponential tail of traps with characteristic temperature $T_0=700$ K, and the film is at $T=300$ K. An exercise asks me to show that for $T_0>T$ the ratio of diffusivity to mobility approaches $kT_0/e$.

I can't see how. The trapped electrons sit still. The ones that move are in the band, they are dilute, and they are at the lattice temperature, so they should obey $D/\mu=kT/e$. How can the energy profile of immobile states replace the temperature? And can I use the result in a film 10 nm thick?

**Answer**

Your statement about the band electrons is right, and it leads to the result. What changes is the density to which $D$ and $\mu$ refer: they describe the total density, trapped plus free, and the free density is not proportional to it.

**What the ratio means**

Let $e>0$, let $\phi$ be the electrostatic potential and $F=-d\phi/dx$ the field. The band edge is at $E_c=-e\phi$, and the Fermi level is $E_F=E_c+\zeta$, so $\zeta$ is measured from the band edge and is negative here. Let $n$ be the total electron density and $\Phi$ the number of electrons crossing unit area per unit time.

At uniform temperature no current flows when $E_F$ is flat. For small departures from equilibrium the flux is therefore proportional to the slope of $E_F$:
$$\Phi=-\frac{\mu n}{e}\frac{dE_F}{dx}.$$
The coefficient is fixed by a uniform sample. There $dE_F/dx=dE_c/dx=eF$, so $\Phi=-\mu nF$ and the electric current density is $-e\Phi=en\mu F$. Thus $\mu$ is the conductivity divided by $en$.

If the density varies, $dE_F/dx=eF+d\zeta/dx$. In a material of uniform composition $n$ is a function of $\zeta$, so $d\zeta/dx=(d\zeta/dn)(dn/dx)$ and
$$\Phi=-\mu nF-\frac{\mu n}{e}\frac{d\zeta}{dn}\frac{dn}{dx}.$$
The diffusivity is defined by the term $-D\,dn/dx$. Hence
$$\frac{D}{\mu}=\frac{n}{e}\frac{d\zeta}{dn}=\frac{n}{e\,(dn/d\zeta)}.\tag{1}$$
This used linear response and local equilibrium, but no particular mechanism of motion.

**The same ratio from the band electrons**

Now let only the free electrons move, with density $n_f$ and mobility $\mu_0$. They are dilute, so they obey the ordinary relation:
$$\Phi=-\mu_0n_fF-\frac{\mu_0kT}{e}\frac{dn_f}{dx}.$$
In local equilibrium $n_f$ is a function of $n$, and $dn_f/dx=(dn_f/dn)(dn/dx)$. Comparing with $\Phi=-\mu nF-D\,dn/dx$ gives
$$\mu=\mu_0\frac{n_f}{n},\qquad D=\frac{\mu_0kT}{e}\frac{dn_f}{dn},$$
$$\frac{D}{\mu}=\frac{kT}{e}\,\frac{n}{n_f}\frac{dn_f}{dn}=\frac{kT}{e}\,\frac{d\ln n_f}{d\ln n}.\tag{2}$$
If $n_f\propto n$, you recover $kT/e$. If $n_f$ grows as a higher power of $n$, a gradient of total density carries a steeper relative gradient of free density, and diffusion is stronger by that power. Equation (2) agrees with (1), because $n_f=N_ce^{\zeta/kT}$, with $N_c$ the effective band density, gives $kT\,d\ln n_f=d\zeta$. It remains to find the power.

**Counting the trapped electrons**

Put the band edge at $E=0$ and take
$$g(E)=\frac{N_t}{kT_0}e^{E/kT_0},\qquad E<0,$$
whose integral is the trap density $N_t$. Each trap holds at most one electron, and Coulomb forces enter only through the average potential $\phi$. I leave out the electron's choice of spin in a trap. At low filling it would halve the free density at given $n$, but it does not change the limit of $D/\mu$. Define
$$a=\frac{T}{T_0},\qquad z=e^{\zeta/kT},\qquad u=e^{E/kT}.$$
Then $dE=kT\,du/u$ and $e^{E/kT_0}=u^a$, so $g\,dE=N_t\,a\,u^{a-1}du$. The Fermi occupation is $1/(1+e^{(E-\zeta)/kT})=1/(1+u/z)$. The trapped density is
$$\frac{n_t}{N_t}=\int_0^1\frac{a\,u^{a-1}}{1+u/z}\,du.$$
Low filling means $z\ll1$. Write the integral as one from 0 to $\infty$ minus one from 1 to $\infty$. At large $u$ the integrand falls as $u^{a-2}$, so both converge if $a<1$. This is where $T_0>T$ enters.

In the first, set $u=zv$:
$$\int_0^\infty\frac{a\,u^{a-1}}{1+u/z}du=a\,z^aI,\qquad I=\int_0^\infty\frac{v^{a-1}}{1+v}dv.$$
To find $I$, integrate $v^{a-1}/(1+v)$ around a contour that runs out just above the positive real axis, around a large circle, and back just below the axis. The large circle contributes at most of order $R^{a-1}$ and the small circle about the origin of order $r^a$; both vanish for $0<a<1$. Below the axis the integrand carries the extra factor $e^{2\pi i(a-1)}$. The residue at $v=-1$ is $e^{i\pi(a-1)}$. So
$$\left(1-e^{2\pi i(a-1)}\right)I=2\pi i\,e^{i\pi(a-1)}.$$
Dividing by $e^{i\pi(a-1)}$ turns the bracket into $-2i\sin\pi(a-1)=2i\sin\pi a$, and $I=\pi/\sin\pi a$.

In the second integral $u\ge1>z$, so $1/(1+u/z)=z/u-z^2/u^2+\dots$, and
$$\int_1^\infty\frac{a\,u^{a-1}}{1+u/z}du=\frac{a}{1-a}z-\frac{a}{2-a}z^2+\dots$$
Therefore
$$\frac{n_t}{N_t}=Cz^a-\frac{a}{1-a}z+O(z^2),\qquad C=\frac{\pi a}{\sin\pi a}.\tag{3}$$

**The limit and its first correction**

The free density is $n_f=N_cz$. With $\nu=N_c/N_t$,
$$\frac{n}{N_t}=Cz^a-Bz+O(z^2),\qquad B=\frac{a}{1-a}-\nu.$$
As $z\to0$ the term $z^a$ dominates because $a<1$: nearly all electrons are trapped, and $n\propto n_f^{\,a}$. Then $d\ln n_f/d\ln n=1/a=T_0/T$, and (2) gives
$$\boxed{\frac{D}{\mu}\to\frac{kT}{e}\frac{T_0}{T}=\frac{kT_0}{e}}$$
The band electrons have not been heated. The leading density is $CN_te^{\zeta/kT_0}$, which is $C$ times the number of states below $\zeta$. To raise $n$ by one per cent, $\zeta$ must climb by one per cent of $kT_0$, and the gradient of $\zeta$ drives diffusion.

For the correction, use $dn/d\zeta=(z/kT)\,dn/dz$; the series may be differentiated term by term for $z<1$. Dropping the $z^2$ terms,
$$\frac{eD}{\mu kT_0}=\frac{a\,n}{z\,dn/dz}=\frac{aCz^a-aBz}{aCz^a-Bz}=1+\frac{(1-a)Bz}{aCz^a-Bz}.$$
To leading order the denominator is $aCz^a$, and $(1-a)B/a=1-\nu(1-a)/a$. So
$$\frac{eD}{\mu kT_0}-1\simeq\frac{1}{C}\left[1-\nu\,\frac{1-a}{a}\right]z^{1-a}.\tag{4}$$
The first term is positive: the tail ends at the band edge, so there are fewer states to fill than an endless exponential would offer. The second is negative: free electrons obey the ordinary relation and pull the ratio towards $kT/e$.

Direct quadrature of the occupation confirms both signs. Take $a=3/7$ and $\zeta=-14kT$, for which $z^{1-a}=e^{-8}$. With $\nu=0.25$, quadrature gives $1.6195\times10^{-4}$ and (4) gives $1.6194\times10^{-4}$. With $\nu=3$ they give $-7.278\times10^{-4}$ and $-7.287\times10^{-4}$.

**What happens if $T_0<T$**

For $a>1$ the integral is controlled by traps near the band edge. Since $1/(1+u/z)=z/(u+z)$, dividing by $z$ and letting $z\to0$ leaves $1/u$, and
$$\frac{n_t}{N_t}\to z\int_0^1a\,u^{a-2}du=\frac{a}{a-1}z.$$
Trapped and free densities are now both proportional to $z$, so $n_f\propto n$ and (2) returns $kT/e$. Quadrature at $a=1.5$, $\zeta=-20kT$ gives $eD/\mu kT=1.000$.

At $a=1$ the integral is elementary: $n_t/N_t=z\ln(1+1/z)$. With $\Lambda=\ln(1+1/z)$,
$$\frac{eD}{\mu kT}=\frac{\Lambda+\nu}{\Lambda+\nu-1/(1+z)},$$
which tends to 1 only logarithmically. The low-filling limit is thus $kT_0/e$ for $T<T_0$ and $kT/e$ for $T\ge T_0$, and the two values meet at $T=T_0$.

**Does it depend on band transport?**

Equation (1) says no, and a hopping model tests it. Take a periodic chain of 200 sites with energies drawn evenly from the tail ($a=3/7$) and placed in random order. Electrons hop between neighbours at rates obeying detailed balance, at most one per site, treated through average occupations. There is no band. The decay of a long density wave gives $D$; the current under a weak force gives $\mu$ separately. At $\zeta=-5kT$ their ratio is $2.437\,kT/e$, and $n/(kT\,dn/d\zeta)$ from quadrature is also 2.437. This lies above $T_0/T=2.333$ because the filling is not very low.

One quantity does keep the lattice temperature. In the band model a tagged electron is free for a fraction $n_f/n$ of the time and then diffuses with $\mu_0kT/e$. Its own diffusivity is $(\mu_0kT/e)(n_f/n)=\mu kT/e$. The $D$ in this exercise describes the spreading of a density gradient, and is larger by $T_0/T$.

**Numbers for your film**

I take round values: $N_t=10^{20}$ cm$^{-3}$, $n=10^{17}$ cm$^{-3}$, a band mass equal to the electron mass, and $\mu_0=1$ cm$^2$/Vs. At 300 K, $a=0.4286$, $kT=25.85$ meV, $kT_0=60.32$ meV, $C=1.381$ and $N_c=2.51\times10^{19}$ cm$^{-3}$.

The leading term of (3) gives the Fermi level:
$$\zeta=kT_0\ln\frac{n}{CN_t}=60.32\ \text{meV}\times\ln\frac{10^{-3}}{1.381}=-436\ \text{meV}.$$
Then $z=4.71\times10^{-8}$, and
$$n_f=N_cz=1.18\times10^{12}\ \text{cm}^{-3},\qquad\mu=\mu_0\frac{n_f}{n}=1.18\times10^{-5}\ \text{cm}^2/\text{Vs}.$$
The full occupation integral gives $D/\mu=60.3$ mV, or 2.33 times $kT/e$, and so $D=7.1\times10^{-7}$ cm$^2$/s. At 400 K, with $n$, $N_t$ and $T_0$ held fixed, the ratio is 60.4 mV while $kT/e$ has risen to 34.5 mV. At 300 K, filling the tail to $n/N_t=0.1$ raises it only to 61.2 mV.

The result is visible at zero current. Suppose the electrodes have Fermi levels near the value found above, about 0.44 eV below the band edge. This is an idealisation, since common gate metals lie much deeper. Connect the two electrodes by a wire and let their work functions differ by 20 meV, so that 20 mV drops across the 10 nm film. No current flows and $E_F$ is flat, so at the face where the band edge is higher by 20 meV, $\zeta$ is lower by 20 meV. To leading order $n\propto e^{\zeta/kT_0}$, and from face to face
$$\frac{n_{\rm far}}{n_{\rm near}}=e^{-20/60.32}=0.718,\qquad\frac{n_{f,\rm far}}{n_{f,\rm near}}=e^{-20/25.85}=0.461.$$
The free electrons follow the lattice temperature and the total density follows $T_0$, in the same film at the same time. The electrons' own charge does not alter these ratios if the 20 mV is the total drop between the faces. For a uniform density it bends the potential at mid-film by $enL^2/8\varepsilon=1.1$ mV, with $L$ the thickness and relative permittivity 20.

**Steady state and transients in 10 nm**

Local equilibrium needs care in a thin film. Let $c$ be the capture coefficient. A trap at energy $E$ obeys
$$\frac{df}{dt}=c\,n_f(1-f)-c\,N_ce^{E/kT}f,$$
where the release rate is set by detailed balance. In steady flow $df/dt=0$, so
$$f=\frac{n_f}{n_f+N_ce^{E/kT}}=\frac1{1+u/z},$$
the Fermi occupation at the local $\zeta$. If traps exchange electrons only with the band, steady flow therefore satisfies the assumption at any thickness for which the drift-diffusion equation itself holds.

A fast transient does not. At given $n_f$ a trap relaxes at the rate $c(n_f+N_ce^{E/kT})$, which for deep traps is close to $cn_f$. A density wave of wavenumber $q$ decays at $Dq^2$, or faster if its own charge matters, so local equilibrium requires at least $Dq^2\ll cn_f$. Inserting $D=\mu_0(n_f/n)(kT_0/e)$, the free density cancels:
$$\frac1q\gg\sqrt{\frac{\mu_0kT_0}{e\,c\,n}}.$$
With an assumed $c=10^{-8}$ cm$^3$/s the right side is $\sqrt{0.0603/10^{9}}$ cm $=78$ nm. The slowest density wave in your film, if both contacts absorb electrons, has $1/q=L/\pi=3.2$ nm. Local equilibrium would predict that it decays in $L^2/\pi^2D=0.14$ µs, while the deep traps need $1/cn_f=85$ µs. So $kT_0/e$ holds for steady states in this film if the traps exchange electrons only with the band, while switching needs trap rate equations.

Near the electrodes that condition is doubtful. With an assumed attempt rate of $10^{12}$ s$^{-1}$ and the free electron mass in the barrier, a trap at the Fermi level within about 2.6 nm of an electrode exchanges electrons with it by tunnelling faster than with the band. In the zero-current example this does no harm, because the connected electrodes, the traps and the band all share one Fermi level. Under current such traps tend to follow the electrode's Fermi level instead of the local $\zeta$, and in a 10 nm film they occupy about half the thickness. The reach scales as the inverse square root of the tunnelling mass. Masses fitted to tunnelling through hafnium oxide are often well below the free electron mass; at $0.2\,m_e$ the reach is 5.8 nm, every trap at the Fermi level is within reach of an electrode, and the condition fails throughout the film.

Solving the linearised equations for capture, release and diffusion shows the failure. At $\zeta=-8kT$ and $\nu=0.25$, a wave with expected $Dq^2=10^{-3}cn_f$ gives $D/\mu=2.344\,kT/e$, against 2.345 from (1). If the expected $Dq^2$ equals $cn_f$, the decay is no longer a single exponential. Its slowest component, which carries about 89% of the amplitude, gives an apparent value (decay rate over $q^2$) of about $1.7\,kT/e$.

**How close is this to a real gate oxide?**

A permittivity near 20 and a thickness of several nanometres are roughly typical of hafnium oxide. The tail parameters, $\mu_0$ and $c$ are model choices and vary with processing. With the free electron mass, $\mu_0=1$ cm$^2$/Vs implies a mean free path below 0.1 nm, shorter than the distance between atoms, so the picture of freely moving band electrons is not literal here. Equation (1) does not need that picture. It rests on linear response and local equilibrium, and it gives $kT_0/e$ when the filling is low and the tail holds nearly all the electrons. Several assumptions are strained:

- *Field.* The example has 0.02 MV/cm, far below operating fields, which are of order 1 MV/cm. The field energy over one trap spacing, $N_t^{-1/3}=2.2$ nm, is $0.17\,kT$ here but $8.3\,kT$ at 1 MV/cm. If electrons hop between traps, linear response is then lost, and (1) no longer fixes the ratio. Traps that are charged when empty also have their barrier lowered by the field. For an optical permittivity of 4 the Poole-Frenkel formula gives 54 meV at 0.02 MV/cm, but the top of the barrier would then lie 13 nm from the trap, outside the film, so the formula does not apply there. The lowering grows as the square root of the field, to about 0.38 eV at 1 MV/cm, where the top lies 1.9 nm away. I assumed traps neutral when empty.
- *Shape of the tail.* If it stops 0.6 eV below the band, the ratio at the same $\zeta$ falls to 57.4 mV, about 5% lower. Deep levels outside the tail, such as those of oxygen vacancies, act the other way if their electrons are counted in $n$: they add to $n$ but hardly to $dn/d\zeta$. As many deep electrons as tail electrons would double the ratio at the same $\zeta$.
- *Coulomb forces.* In bulk oxide the interaction energy at the mean electron spacing of 21.5 nm would be 3.3 meV, about 6% of $kT_0$. That spacing exceeds the film thickness, so the electrodes screen the interaction: at mid-film it is only 0.016 meV at that distance, and it matters only for close pairs (5.8 meV at 5 nm). The image energy 1 nm from a metal electrode is 18 meV, so the density profile near the contacts changes.
- *Tunnelling between traps.* For an electron at the Fermi level the overlap factor across one trap spacing is $5\times10^{-7}$ with the free electron mass, and $1.5\times10^{-3}$ with a tunnelling mass of $0.2\,m_e$. This can't be compared directly with the thermal factor $z=5\times10^{-8}$ for reaching the band, because most neighbouring traps are shallow and must themselves be reached by thermal energy. Traps at or below the Fermi level would be about 24 nm apart in bulk; in a 10 nm film their lateral spacing is about 37 nm. The prefactors are unknown too, so I can't say which path wins, and my values of $\mu$ and $D$ are separately uncertain. Their ratio survives near equilibrium, by (1).
- *Contacts.* At zero current the electrodes fix $\zeta$. With an electrode Fermi level 1.5 eV below the band edge, the same tail, if it reached that deep, would hold only about $2\times10^9$ cm$^{-3}$, which is practically no electrons in a small device. The density assumed here would then have to be injected, and (1) applies only where the injected electrons have reached local equilibrium.
- *Small devices.* A gate of 100 nm by 100 nm covers about $N=10$ of these electrons, so $n$ is an average over many devices. A long time average in one device is not enough, because its trap energies are fixed. If traps are drawn independently from the tail, the time-averaged number at given $\zeta$ has variance $\sum f^2=\sum f-\sum f(1-f)=N(1-T/T_0)$ between devices, a spread of about 2.4 electrons.

The numerical output below lists the values at higher precision.

## Table of computed values

```
Lattice temperature T: 300 K
Tail temperature T0: 700 K
T/T0: 0.42857
kT: 25.852 meV
kT0: 60.321 meV
Tail density Nt: 1e+20 cm^-3
Electron density n: 1e+17 cm^-3
Band mass: 1 m_e
Band density Nc at T: 2.5094e+19 cm^-3
Prefactor C, formula: 1.381
Prefactor C, quadrature: 1.381
Correction at eta=-14, Nc/Nt=0.25: quadrature 1.6195e-04, formula 1.6194e-04
Correction at eta=-14, Nc/Nt=3.0: quadrature -7.2783e-04, formula -7.2873e-04
T/T0=1.5, eta=-20: eD/(mu kT): 1
Hopping chain, eta=-5: eD/(mu kT): 2.4372
Same from n/(dn/d eta): 2.4372
Trapping kinetics, long wave, eta=-8: eD/(mu kT): 2.3444
Same from n/(dn/d eta): 2.3451
Trapping kinetics, short wave (x=1): eD/(mu kT): 1.704
Fermi level from band edge: -0.43616 eV
Free density: 1.1816e+12 cm^-3
Free mobility: 1 cm2/Vs
Mean mobility mu: 1.1816e-05 cm2/Vs
Diffusivity D: 7.1276e-07 cm2/s
D/mu at 300 K: 60.323 mV
D/mu over kT/e at 300 K: 2.3334
D/mu at 400 K: 60.404 mV
kT/e at 400 K: 34.469 mV
D/mu at n/Nt=0.1, 300 K: 61.232 mV
D/mu at n/Nt=0.01, 300 K: 60.362 mV
D/mu at n/Nt=0.001, 300 K: 60.323 mV
Film thickness: 10 nm
Potential drop: 20 mV
Field: 0.02 MV/cm
Zero current: total density, far/near face: 0.71781
exp(-eV/kT0): 0.7178
Zero current: free density, far/near face: 0.46133
Relative permittivity: 20
Screening length with D/mu: 25.821 nm
Space-charge potential at mid-film: 1.1309 mV
D/mu if tail ends 0.6 eV deep: 57.44 mV
Coulomb energy at electron spacing: 3.3419 meV
Image energy 1 nm from electrode: 18 meV
Trap spacing Nt^(-1/3): 2.1544 nm
Field energy per trap spacing over kT: 0.16667
Same at 1 MV/cm: 8.3337
Poole-Frenkel lowering, optical permittivity 4: 53.665 meV
Tunnel factor over one trap spacing: 4.6611e-07
Thermal factor exp(eta): 4.7086e-08
Electrons under a 100 nm x 100 nm gate: 10
Capture coefficient: 1e-08 cm3/s
Trap equilibration time: 84.633 us
Diffusion time of film L^2/(pi^2 D): 0.14215 us
Local-equilibrium length: 77.667 nm
```
